# Why Coupled-Cluster Amplitudes Survive an Exponentially Vanishing Reference Weight

## Definitions and the model

Consider $N$ identical dimers that do not interact and exchange no electrons. Each has two sites, $L$ and $R$, and holds two electrons of opposite spin. An electron hops between the sites with matrix element $-h$, where $h>0$, and two electrons on the same site repel with energy $U>0$. The orbitals of a dimer are

$$
g=\frac{L+R}{\sqrt2},\qquad u=\frac{L-R}{\sqrt2}.
$$

The reference determinant $|\Phi\rangle$ has every $g$ orbital doubly occupied. The excitation level of a determinant is the number of electrons it has in $u$ orbitals. The reference weight is the squared overlap of $|\Phi\rangle$ with the normalized exact ground state. "Orthogonality catastrophe" means here the exponential decay of this weight with $N$; the response of a metal to an impurity is a different problem.

Coupled-cluster theory writes the state as $|\Psi\rangle=e^{T}|\Phi\rangle$, where $T$ contains excitations out of the reference. Every term of $e^T$ beyond the leading 1 excites electrons, so $\langle\Phi|\Psi\rangle=1$. This is intermediate normalization. Correlation energies are measured from $\langle\Phi|H|\Phi\rangle$.

## One pair

Write a two-electron state with the spin-up electron named first. Then

$$
|gg\rangle=\tfrac12\big(|LL\rangle+|LR\rangle+|RL\rangle+|RR\rangle\big),
$$
$$
|uu\rangle=\tfrac12\big(|LL\rangle-|LR\rangle-|RL\rangle+|RR\rangle\big).
$$

The repulsion gives $U$ on $|LL\rangle$ and $|RR\rangle$ and zero on the other two. Its diagonal elements are therefore $U(\tfrac14+\tfrac14)=U/2$ in both states, and its off-diagonal element is also $K\equiv U/2$. Hopping contributes $-2h$ to $|gg\rangle$ and $+2h$ to $|uu\rangle$. States with one electron in $g$ and one in $u$ are odd under exchange of the sites, so they do not mix with these two.

With the energy $-2h+K$ of $|gg\rangle$ subtracted, the eigenvalue problem for $|gg\rangle+t|uu\rangle$ is

$$
\begin{pmatrix}0&K\\K&4h\end{pmatrix}\begin{pmatrix}1\\t\end{pmatrix}
=\varepsilon\begin{pmatrix}1\\t\end{pmatrix}.
$$

The first row gives $\varepsilon=Kt$. Inserting this in the second row gives

$$
K+4ht-Kt^2=0,\qquad t=\frac{2h-\sqrt{4h^2+K^2}}{K}.
$$

The minus sign selects the lower energy. For weak repulsion $t\approx-K/(4h)$, and for $U/h\to\infty$ it tends to $-1$. Since $\sqrt{4h^2+K^2}<2h+K$, we have $|t|<1$ throughout.

## Many pairs: what decays and what grows

Let

$$
\tau_i=u_{i\uparrow}^\dagger u_{i\downarrow}^\dagger g_{i\downarrow}g_{i\uparrow}
$$

move the pair on dimer $i$ from $g$ to $u$. With this operator order, $\tau_i|gg\rangle=+|uu\rangle$. The dimers are independent, so the exact state is a product:

$$
|\Psi\rangle=\prod_{i=1}^{N}(1+t\tau_i)|\Phi\rangle .
$$

Each factor contributes $1+t^2$ to the norm, because $|gg\rangle$ and $|uu\rangle$ are orthogonal. The reference has coefficient 1, and its weight is

$$
W_0=\frac{1}{\langle\Psi|\Psi\rangle}=(1+t^2)^{-N}.
$$

A determinant with $k$ excited pairs has coefficient $t^k$, and there are $\binom Nk$ of them. Their total weight is

$$
W_k=\binom Nk\frac{t^{2k}}{(1+t^2)^N}=\binom Nk p^k(1-p)^{N-k},
\qquad p=\frac{t^2}{1+t^2}.
$$

This is a binomial distribution: each pair is excited independently with probability $p$. The mean number of excited pairs is $Np$, with standard deviation $\sqrt{Np(1-p)}$. To find the maximum, compare neighbours:

$$
\frac{W_{k+1}}{W_k}=\frac{N-k}{k+1}\,t^2 .
$$

This ratio is at least 1 when $(N-k)t^2\ge k+1$. Adding $(k+1)t^2$ to both sides gives $(N+1)t^2\ge(k+1)(1+t^2)$, or $k+1\le(N+1)p$. The most heavily weighted number of excited pairs is therefore

$$
k^*=\lfloor (N+1)p\rfloor ,
$$

with a tie between $k^*$ and $k^*-1$ when $(N+1)p$ is a positive integer. The dominant excitation level is $2k^*$ electrons, which rises in steps and approaches $2Np$, proportional to $N$, for large $N$.

This does not make some highly excited determinant more important than the reference. Each determinant with $k$ excited pairs has only $t^{2k}<1$ times the reference weight. The higher level wins by the number of its determinants.

## Why the amplitudes stay unchanged

Because $u_{i\uparrow}^\dagger$ cannot act twice, $\tau_i^2=0$, and the exponential series stops: $e^{t\tau_i}=1+t\tau_i$. The $\tau_i$ contain even numbers of fermion operators on different dimers, so they commute, and the product becomes

$$
|\Psi\rangle=e^{T}|\Phi\rangle,\qquad T=t\sum_{i=1}^N\tau_i .
$$

The state contains excitations of up to $2N$ electrons, yet $T$ contains double excitations alone. A coefficient $t^k$ in the expanded state is a product of $k$ amplitudes, not a new unknown.

It remains to see why the equations that determine the amplitudes are also blind to $N$. They are obtained by projecting $e^{-T}He^{T}|\Phi\rangle$ on excited determinants. Allow a separate amplitude $t_i$ on each dimer, and let $H_i$ be the Hamiltonian of dimer $i$ minus its reference energy. All $\tau_j$ with $j\ne i$ commute with $H_i$ and with $\tau_i$, so their exponentials cancel:

$$
e^{-T}\Big(\sum_iH_i\Big)e^{T}=\sum_i e^{-t_i\tau_i}H_ie^{t_i\tau_i}.
$$

For one term, the matrix above gives

$$
H_i\big(|gg\rangle+t_i|uu\rangle\big)=Kt_i|gg\rangle+(K+4ht_i)|uu\rangle .
$$

Applying $e^{-t_i\tau_i}=1-t_i\tau_i$ subtracts $t_i\cdot Kt_i$ from the coefficient of $|uu\rangle$:

$$
e^{-t_i\tau_i}H_ie^{t_i\tau_i}|gg\rangle
=Kt_i|gg\rangle+(K+4ht_i-Kt_i^2)|uu\rangle .
$$

Setting the last bracket to zero gives the one-pair equation for every $i$, whatever $N$ is. Projections on determinants with two or more excited pairs vanish by themselves, since each term in the sum changes one dimer. The reference component gives $E_c=\sum_iKt_i=NKt$ when the lower root is taken on each dimer.

The norm $(1+t^2)^N$ appears nowhere in these equations. In the normalized state the reference coefficient and the coefficient of a single excited pair both shrink by the factor $(1+t^2)^{-N/2}$. Their ratio remains $t$, and this ratio is what the amplitude records.

## The cancellation in linear language

The ordinary Schrödinger equation shows what the exponential has supplied. Project it on the determinant in which only pair 1 is excited. The reference contributes $K$, and the determinant itself contributes $4ht$. Each determinant with pair 1 and one other pair excited has coefficient $t^2$ and couples through $K$, and there are $N-1$ of these quadruple excitations. Hence

$$
K+4ht+(N-1)Kt^2=E_ct=NKt^2 .
$$

The right side grows with $N$, but the quadruples cancel all of it except one share, $Kt^2$, which belongs to pair 1 itself.

Configuration interaction with doubles (CID) expands the state linearly and omits the quadruples. With coefficient $c$ for each excited pair, its equations are $E=NKc$ and $K+4hc=Ec$, so

$$
NKc^2-4hc-K=0,\qquad c=\frac{2h-\sqrt{4h^2+NK^2}}{NK}.
$$

This is the lowest CID root that overlaps the reference. The double excitation that puts two dimers in triplet states has energy $4h-U$ and no overlap with the reference; it lies lower when $U(1-N/4)>4h$, that is, for $N=2$ at $U>8h$ and for $N=3$ at $U>16h$, and never for $N\ge4$. For large $N$, $c\to-1/\sqrt N$ and $E/N\to-K/\sqrt N$. The uncancelled energy term forces the coefficient down. The CID reference weight, $1/(1+Nc^2)$, tends to $1/2$. CID thus keeps a large reference weight where the exact state has almost none, and it loses the correlation energy per pair. A large reference weight in an approximate state is no proof of quality.

## Reading the numbers

Take $h=1$ eV and $U=3$ eV, round model parameters, so that $K=1.5$ eV. Then

$$
t=\frac{2-\sqrt{4+2.25}}{1.5}=-\frac13,\qquad p=\frac{1/9}{10/9}=0.1 .
$$

The correlation energy per pair is $Kt=-0.5$ eV, and the reference weight is $0.9^N$. Both refer to the spin-restricted reference $|gg\rangle$, whose energy is $-0.5$ eV; at this $U$ it is not the lowest determinant, since a spin-polarized one reaches $-0.667$ eV. By the derivation above, the CC amplitude is $-0.3333$ and the CC energy per pair is $-0.5$ eV for every $N$, so they are not listed in the table.

| $N$ | Reference weight | Dominant level | CID $c$ | CID $E/N$ (eV) |
|---:|---:|---:|---:|---:|
| 1 | 0.9 | 0 | −0.3333 | −0.5000 |
| 10 | 0.349 | 2 | −0.2099 | −0.3148 |
| 100 | $2.66\times10^{-5}$ | 20 | −0.0876 | −0.1313 |
| 1000 | $1.75\times10^{-46}$ | 200 | −0.0303 | −0.0455 |

At $N=100$, one determinant of level 20 has $9^{-10}=2.87\times10^{-10}$ of the reference weight. There are $1.73\times10^{13}$ such determinants, so the level outweighs the reference by a factor of about 5000. Its total weight is 0.132. The distribution is broad: the levels with 7 to 13 excited pairs together hold 0.76 of the weight, and those with 4 to 16 hold 0.97.

For $N=1,2,3$ the fermionic Hamiltonian was diagonalized in the sector with $N$ spin-up and $N$ spin-down electrons and compared with CCSD, in which single and double excitations between different dimers were also allowed. For $N=3$ there are 117 amplitudes. Starting from a noisy guess near the pair solution, the equations returned $-0.3333$ for the three pair amplitudes and less than $10^{-6}$ in magnitude for the rest. In the linear equation for $N=3$, $E_ct=0.5000$ eV, the quadruples supply $0.3333$ eV, and the remainder is $0.1667$ eV $=Kt^2$. These values appear in the numerical output.

## What survives, and what does not

Local properties survive together with the energy. In the expectation value of an operator on dimer 1, the norms of all other dimers cancel between numerator and denominator. The number of electrons in its $u$ orbital, for example, is $2t^2/(1+t^2)=2p=0.2$ for every $N$.

The overlap of an approximate CC state with the exact one does not survive. If every amplitude is $t'$ instead of $t$, the squared overlap of the normalized states is $F_1^N$, with

$$
F_1=\frac{(1+tt')^2}{(1+t^2)(1+t'^2)}
=1-\frac{(t-t')^2}{(1+t^2)(1+t'^2)} .
$$

The second form follows from $(1+t^2)(1+t'^2)-(1+tt')^2=(t-t')^2$. An amplitude 10% too large in magnitude gives $F_1=0.99912$. The fidelity is then 0.92 for $N=100$, 0.41 for $N=1000$ and $1.5\times10^{-4}$ for $N=10000$. The projected energy per pair, $Kt'$, is wrong by $-0.05$ eV, or 10% of the exact correlation energy, at every $N$. It lies below the exact value because $Kt'$ is linear in the amplitude and $t'$ is more negative than $t$; an amplitude 10% too small in magnitude would put it above by the same amount. The projected energy is not a variational bound, so either sign of error is possible.

The argument also needs each pair to overlap with its own reference. Had $|uu\rangle$ been chosen as the reference, the same ground state would have the amplitude $1/t$, which diverges as $U\to0$. A product of many factors below 1 is harmless to the amplitudes; a single factor of zero is fatal.

Finally, constant amplitudes presuppose orbitals localized on the dimers. Rotating the $g$ orbitals among themselves, and likewise the $u$ orbitals, leaves the operator $T$ unchanged but redistributes its components. If every orbital is spread evenly over $N$ dimers, each dimer contributes $t$ times four factors of magnitude $N^{-1/2}$. The sum over dimers then gives components of magnitude at most $|t|/N$. With interactions between the pairs, the separation into one-pair equations is no longer exact, and the amplitudes may change as pairs are added. The constancy shown here belongs to independent pairs.

## Calculated quantities

```
hopping h = 1.000 eV, repulsion U = 3.000 eV
pair coupling K = 1.500 eV, pair gap 4h = 4.000 eV
amplitude t = -0.333333, t^2 = 0.111111
excited-pair probability p = 0.100000
one-pair reference energy = -0.5000 eV
one-pair correlation energy K t = -0.5000 eV
Full fermionic solution against CCSD:
N=1: determinants 4, CCSD amplitudes 3
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.900000, u electrons/pair 0.2000
  E_corr exact -0.50000, CCSD -0.50000, CISD -0.50000 eV
N=2: determinants 36, CCSD amplitudes 26
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.810000, u electrons/pair 0.2000
  E_corr exact -1.00000, CCSD -1.00000, CISD -0.91548 eV
N=3: determinants 400, CCSD amplitudes 117
  pair amplitude -0.333333, others below 1e-6: True
  reference weight 0.729000, u electrons/pair 0.2000
  E_corr exact -1.50000, CCSD -1.50000, CISD -1.27872 eV
N=3 doubles equation: E_c t = 0.50000 eV
  quadruples term = 0.33333 eV
  remainder K t^2 = 0.16667 eV
N=10 diagonalized: weight of level 0 = 0.3487
  level 2 = 0.3874, level 4 = 0.1937
  largest CC residual with one-pair t below 1e-9: True
Growth with N (energies per pair in eV):
N=1: reference weight 9.0000e-01
  dominant level 0-fold, mean 0.20, spread 0.60
  CC: t -0.33333, E -0.50000; CID: c -0.33333, E -0.50000
N=10: reference weight 3.4868e-01
  dominant level 2-fold, mean 2.00, spread 1.90
  CC: t -0.33333, E -0.50000; CID: c -0.20985, E -0.31478
N=100: reference weight 2.6561e-05
  dominant level 20-fold, mean 20.00, spread 6.00
  CC: t -0.33333, E -0.50000; CID: c -0.08755, E -0.13133
N=1000: reference weight 1.7479e-46
  dominant level 200-fold, mean 200.00, spread 18.97
  CC: t -0.33333, E -0.50000; CID: c -0.03032, E -0.04548
N=100, level 20: 1.7310e+13 determinants
  weight of one relative to reference 2.8680e-10
  total weight of the level 0.1319
Amplitude 10% too large: t' = -0.36667
  projected energy per pair -0.55000 eV, error -0.05000 eV
  fidelity per pair 0.999119
  fidelity N=100: 0.9156, N=1000: 0.4140, N=10000: 1.479e-04
```
